# Mean pore chord length from porosity and specific surface

## Problem

A porous organosilicate film, used as a low-permittivity insulator between metal lines, has porosity $\phi=0.30$. Its pore walls have an area of $749\ \mathrm{m^2}$ per cubic centimetre of film. Here $\phi$ is pore volume divided by total film volume, and the specific surface $s$ is wall area divided by the same total volume, solid and pores together.

Straight lines are drawn through the film with uniformly random positions and with all directions in space equally likely. Each line passes alternately through solid and pore. An unbroken piece lying in a pore is called a pore chord. Find the mean chord length $\ell$, counting every chord once, whether it is long or short.

The film is taken to be statistically uniform and much thicker than a chord, so that its outer faces can be ignored. The pores may have any shape and may be connected, provided that the wall area is well defined and the mean chord is finite.

## A tempting solution

Follow a line of length $L$. Since a fraction $\phi$ of the volume is pore, the line has on average a length $\phi L$ in pores.

There is an area $s$ of wall in each unit of volume, so the line should meet $s$ walls per unit length. The units agree, because area per volume is an inverse length. Each chord has two ends, so there are $sL/2$ chords. Hence

$$
\ell\stackrel{?}{=}\frac{\phi L}{sL/2}=\frac{2\phi}{s}.
$$

To insert the numbers, convert the surface:

$$
s=749\ \frac{\mathrm{m^2}}{\mathrm{cm^3}}
=749\times\frac{10^{18}\ \mathrm{nm^2}}{10^{21}\ \mathrm{nm^3}}
=0.749\ \mathrm{nm^{-1}}.
$$

The answer would be $2(0.30)/(0.749\ \mathrm{nm^{-1}})=0.80\ \mathrm{nm}$.

## Where it fails

The pore length $\phi L$ is right, and so are the two ends per chord. The fault is the claim that a line meets $s$ walls per unit length. That would be true if every wall stood at right angles to the line. A tilted wall offers the line a smaller target, and a wall parallel to the line offers none.

Parallel flat slits of width $w$ show the fault plainly. One slit of face area $a$ has volume $aw$ and wall area $2a$, so $\phi/s=w/2$. The tempting formula gives $\ell=w$, which is the chord of a line perpendicular to the slits. Any oblique line has a longer chord, so $w$ is the smallest possible chord and cannot be the mean over all directions.

## The correct count of wall crossings

Take a large volume $V$ of film and place in it a segment of length $L$, with direction given by the unit vector $\mathbf u$. Its starting point is uniformly random in $V$. Consider a small wall element of area $dA$ and unit normal $\mathbf n$.

The segment crosses this element if its starting point lies in the slanted prism obtained by sliding $dA$ backwards through the distance $L$ along $\mathbf u$. The height of the prism, measured along $\mathbf n$, is $L|\mathbf n\cdot\mathbf u|$, so its volume is $L|\mathbf n\cdot\mathbf u|\,dA$. The probability of a crossing is this volume divided by $V$:

$$
dP=\frac{L\,|\mathbf n\cdot\mathbf u|\,dA}{V}.
$$

Now average over the directions of the line. Let $\theta$ be the angle between $\mathbf u$ and $\mathbf n$, and $\alpha$ the angle around $\mathbf n$. All directions being equally likely,

$$
\langle|\mathbf n\cdot\mathbf u|\rangle
=\frac{1}{4\pi}\int_0^{2\pi}d\alpha\int_0^\pi|\cos\theta|\sin\theta\,d\theta .
$$

The first integral is $2\pi$. In the second, the two hemispheres contribute equally, and each gives $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1/2$. Therefore

$$
\langle|\mathbf n\cdot\mathbf u|\rangle=\frac{2\pi}{4\pi}\left(\frac12+\frac12\right)=\frac12 .
$$

This value is the same for every $\mathbf n$. The walls themselves therefore need not be isotropically oriented; it is enough that the lines are.

Expected numbers add, even when the crossings of different elements are correlated. Summing over the whole wall area $sV$ gives

$$
\text{expected crossings}=\frac{L}{V}\cdot\frac12\cdot sV=\frac{sL}{2}.
$$

A line thus meets $s/2$ walls per unit length, half of what the tempting solution assumed.

## The mean chord

Along a long line, each pore chord begins with one crossing and ends with another. Lines that merely touch a wall have zero probability and do not affect the count. The number of chords per unit length is therefore half the number of crossings:

$$
\frac12\cdot\frac{s}{2}=\frac{s}{4}.
$$

The mean chord is the total pore length divided by the total number of chords, and the line length cancels:

$$
\boxed{\ \ell=\frac{\phi L}{(s/4)L}=\frac{4\phi}{s}\ }
$$

For the film,

$$
\ell=\frac{4(0.30)}{0.749\ \mathrm{nm^{-1}}}=1.60\ \mathrm{nm}.
$$

There are $s/4=0.187$ chords per nanometre of line. Multiplying this by $1.60\ \mathrm{nm}$ returns the pore fraction $0.30$.

## What kind of mean this is

The slits also show why totals must be divided. Let $\mu=|\mathbf n\cdot\mathbf u|$, which is uniformly distributed between 0 and 1 for isotropic lines. A line with a given $\mu$ has chord $w/\mu$, but it meets slits at a rate proportional to $\mu$. Counting each chord once gives

$$
\ell=\frac{\int_0^1(w/\mu)\,\mu\,d\mu}{\int_0^1\mu\,d\mu}
=\frac{w}{1/2}=2w,
$$

in agreement with $4\phi/s=4(w/2)=2w$. If one instead found the mean chord for each direction and gave all directions equal weight, the result would be $\int_0^1(w/\mu)\,d\mu$, which diverges. Lines almost parallel to the slits have very long chords, but they have few of them.

A different mean also arises if one picks random points in the pore space and measures the chord through each point in a random direction, all directions being equally likely. (For the slits this is the diverging average just found.) A long chord contains more points, so it is chosen in proportion to its length $x$. The mean becomes $\langle x^2\rangle/\langle x\rangle$. Since the variance $\langle x^2\rangle-\langle x\rangle^2$ cannot be negative, this is at least as large as $\ell=\langle x\rangle$.

## From chord to pore size

The value $1.60\ \mathrm{nm}$ is not yet a pore diameter. That step needs a shape.

**Equal, separate spheres of diameter $D$.** With $N$ spheres per unit volume, $\phi=N\pi D^3/6$ and $s=N\pi D^2$. Hence $\phi/s=D/6$ and $\ell=2D/3$. The diameter is $D=3\ell/2=2.40\ \mathrm{nm}$. Spheres placed at random and allowed to overlap, as in the illustration below, have $\ell\approx0.80D$ at $\phi=0.30$, which would give $D\approx2.0\ \mathrm{nm}$.

**Long cylinders of diameter $D$.** Per unit length the volume is $\pi D^2/4$ and the wall area is $\pi D$. Hence $\phi/s=D/4$ and $\ell=D$, so $D=1.60\ \mathrm{nm}$.

**Flat slits of width $w$.** Here $\ell=2w$, so $w=0.80\ \mathrm{nm}$. The number from the tempting solution reappears, now as the width of a slit and not as a mean chord.

The same $\phi$ and $s$ thus fit sizes that differ by a factor of three. For separate spheres in the dilute limit, where $N$ falls at fixed $D$, both $\phi$ and $s$ go to zero in proportion, and $\ell$ stays at $2D/3$. A small porosity does not by itself mean small pores.

The formula does not depend on such simple shapes. As an illustration, 49 spheres of radius 0.12 were placed at random in a cube of unit edge, repeated periodically, and allowed to overlap and merge. Random sampling of points gave $\phi=0.301$, and sampling of the sphere surfaces left exposed gave $s=6.26$ per edge length. The formula then predicts a mean chord of 0.192 edge lengths. Tracing random lines and averaging 12,556 complete chords gave 0.191. The difference, 0.7% of the predicted value, is of the size expected from the random sampling.

## How far to trust 1.60 nm

A porosity of some tens of percent and pores of one to a few nanometres are, roughly, typical of porous organosilicate films, so the example lies in the real range. The formula itself is geometry. The uncertainty lies in its inputs and in how the result is read.

**The reference volume.** Suppose the 749 square metres had been quoted per cubic centimetre of solid. Solid fills a fraction $1-\phi=0.70$ of the film, so the correct surface would be $s=0.70\times0.749=0.524\ \mathrm{nm^{-1}}$, and the chord would be $2.29\ \mathrm{nm}$.

**The thickness.** In a layer of thickness $T$ whose faces slice through the pores, as if it were cut from bulk material, the two outer faces also end chords. They cut pore area $2\phi/T$ per unit volume, so $s$ is replaced by $s+2\phi/T$ and the mean chord by $\ell/(1+\ell/2T)$. This is 7% below $\ell$ at $T=10\ \mathrm{nm}$, 4% below at $20\ \mathrm{nm}$ and 0.4% below at $200\ \mathrm{nm}$, so it can matter in narrow gaps between metal lines. A long gap of width $T$ and height $H$ has four such faces, which add $2\phi(1/T+1/H)$ to $s$; for $10\times20\ \mathrm{nm}$ the chord is 11% below $\ell$. If the pores lie wholly inside the layer, no chord ends at a face and $4\phi/s$ needs no correction.

**The porosity.** At fixed $s$, an error of 0.02 in $\phi$ changes $\ell$ by $4(0.02)/0.749=0.11\ \mathrm{nm}$, about 7% of the result.

**Shrinkage during cure.** A film held by its substrate shrinks mainly in thickness. As a model, let an isotropic film with mean chord $\ell_0$ and surface $s_0$ be compressed uniformly to a fraction $q$ of its thickness, pores and solid alike, so that $\phi$ does not change. Chords along the thickness become $q\ell_0$, while chords in the plane remain $\ell_0$.

For a wall element whose normal makes an angle with cosine $\mu$ to the thickness direction, the horizontal projection $\mu\,dA$ is unchanged. The vertical projection $\sqrt{1-\mu^2}\,dA$ is multiplied by $q$. The new area is the root of the sum of their squares. Averaged over the initially isotropic walls, the area changes by the factor

$$
A=\int_0^1\sqrt{\mu^2+q^2(1-\mu^2)}\,d\mu .
$$

The volume changes by the factor $q$, so the surface after shrinkage is $s=As_0/q$. It follows that $\ell=4\phi/s=(q/A)\ell_0$, or $\ell_0=A\ell/q$. For $q=0.85$, a rough value, numerical integration gives $A=0.902$. With $\phi$ and the final $s$ held at the values of the problem,

$$
\text{in the plane: } \frac{A\ell}{q}=1.70\ \mathrm{nm},\qquad
\text{across the film: } A\ell=1.44\ \mathrm{nm}.
$$

These lie 6% above and 10% below $\ell$. The result $4\phi/s$ still holds for isotropic lines, but it is in general not the mean chord along a chosen direction; here the two agree only for lines at about $55^\circ$ to the thickness direction.

**The size of the probe molecule.** For spherical or cylindrical pores this is the largest of the physical effects considered here; for flat slits wide enough to hold a layer on each wall it is absent. Wall area is often inferred by counting the molecules in an adsorbed single layer and multiplying by the area that each occupies on a flat surface. In a spherical pore of diameter $D$, the centres of molecules of diameter $d$ lie on a smaller sphere of diameter $D-d$. If they pack there as densely as on a flat surface, the inferred area is too small by the factor

$$
\frac{\pi(D-d)^2}{\pi D^2}=\left(1-\frac dD\right)^2 .
$$

For $D=2.40\ \mathrm{nm}$ and $d=0.4\ \mathrm{nm}$, a rough molecular size, the factor is 0.695 (computed with the unrounded diameter, $D=2.403\ \mathrm{nm}$). A true surface of $749\ \mathrm{m^2/cm^3}$ would be reported as $520\ \mathrm{m^2/cm^3}$, and the formula would then return $2.31\ \mathrm{nm}$, which is 44% above the true mean chord. Hard molecules cannot pack on so small a sphere as densely as on a plane, so within this model 44% is a lower limit. For cylinders the factor is $1-d/D$, which is 0.75 at $D=1.60\ \mathrm{nm}$ and raises the chord by 33%. The model also limits what such a count can give. For spheres the counted area is $(6\phi/D)(1-d/D)^2$, which is largest at $D=3d$, where it equals $8\phi/(9d)=667\ \mathrm{m^2/cm^3}$. With these $\phi$ and $d$, an uncorrected single-layer count in spherical pores that hold two or more molecules cannot yield the 749 of the problem. The formula fails for $D$ close to $d$, where a pore holds one whole molecule: with the close-packed area $(\sqrt3/2)d^2$ the count is $(\sqrt3/2)d^2\cdot 6\phi/(\pi D^3)$, which equals 749 at $D=0.47\ \mathrm{nm}$. This is a geometric model of one error only. In real pores this narrow, filling of the pore overlaps with formation of the single layer and raises the count. The room for this is limited. Hard molecules of $0.4\ \mathrm{nm}$ would have to number about 131 in the $2.40\ \mathrm{nm}$ sphere, occupying 60% of its volume, to match the true wall area if each is assigned the close-packed area $(\sqrt3/2)d^2=0.139\ \mathrm{nm^2}$; with $0.162\ \mathrm{nm^2}$ each, 112 molecules (52% of the volume) would do. Complete filling at the density of liquid nitrogen ($34.7\ \mathrm{cm^3/mol}$, $0.162\ \mathrm{nm^2}$ per molecule) would put the inferred area 13% above the true one. This figure depends only on $\phi/s$, not on the pore shape, and it assumes that the bulk liquid density holds right up to the wall (126 molecules in the sphere). The sign of the net error thus depends on how far the pore fills and on the area assigned to a molecule, and it is not fixed by this estimate. Closed pores are not reached by the probe at all, which lowers the counted area further. Separate spheres are closed unless the solid lets the probe through, and overlapping spheres need not all connect to the surface of the film through necks wide enough for it. In pores only a few molecules wide, how the area was obtained matters more than the second decimal of the chord.
